# Discretizing a Mode Continuum for Real-Time Emission: Three Schemes Compared

## A flat continuum on an equally spaced grid

Take an emitter with excited-state amplitude $c(t)$, $c(0)=1$, coupled to modes at $x_k=(k+\tfrac12)\Delta$ for all integers $k$. Frequencies are measured from the emitter. All couplings are equal, $g_k^2=\Gamma\Delta/2\pi$, and the field starts in vacuum. In the rotating-wave approximation the single excitation is shared between the emitter and the mode amplitudes $b_k$:

$$\dot c=-i\sum_k g_k b_k,\qquad \dot b_k=-ix_kb_k-ig_kc .$$

Solving the second equation with $b_k(0)=0$ gives $b_k(t)=-ig_k\int_0^t e^{-ix_k(t-s)}c(s)\,ds$. Inserting this in the first gives

$$\dot c(t)=-\int_0^tK_N(t-s)c(s)\,ds,\qquad K_N(t)=\frac{\Gamma\Delta}{2\pi}\sum_k e^{-i(k+1/2)\Delta t}.$$

With $T=2\pi/\Delta$, the sum $\sum_ke^{-ik\Delta t}$ equals $T\sum_m\delta(t-mT)$. The leftover factor $e^{-i\Delta t/2}$ is $(-1)^m$ at $t=mT$, so

$$K_N(t)=\Gamma\sum_m(-1)^m\delta(t-mT).$$

The pulse at zero sits at the end of the integration range and counts half. It gives the decay $\dot c=-\tfrac{\Gamma}{2}c$, as a true continuum would. The pulse at $T$ is an artefact. For $T<t<2T$,

$$\dot c(t)=-\tfrac{\Gamma}{2}c(t)+\Gamma c(t-T).$$

With $t=T+\tau$ and $c(\tau)=e^{-\Gamma\tau/2}$ as source, the solution is

$$c(T+\tau)=e^{-\Gamma(T+\tau)/2}+\Gamma\tau\,e^{-\Gamma\tau/2}.$$

If $\Gamma T\gg1$ the first term is negligible and the population is $(\Gamma\tau)^2e^{-\Gamma\tau}$. It peaks at $\tau=2/\Gamma$ with the value $4/e^2\approx0.541$. The emitted field has rephased and more than half the excitation returns. Diagonalizing a finite flat band of 1000 modes gives a peak of 0.545. The largest deviation of the population from the law over the tested interval is about 0.004.

A finer grid postpones this event but does not remove it.

## The model and what must be approximated

Let the continuum occupy a band $|x|\le h$, with $x$ now measured from band centre, and let the emitter lie at $\delta$. The coupling density $J(x)$ is the squared coupling per unit frequency. The elimination above gives

$$\dot c=-i\delta c-\int_0^tK(t-s)c(s)\,ds,\qquad K(t)=\int_{-h}^{h}J(x)e^{-ixt}dx .$$

A discretization replaces $K$ by $K_N(t)=\sum_{k=1}^N g_k^2e^{-iz_kt}$. Nothing in the elimination requires real $z_k$ or real $g_k$, so complex modes are allowed if the emitter amplitude is the quantity wanted.

To see how a kernel error $D=K_N-K$ reaches the amplitude, subtract the two equations. The difference $e=c_N-c$ obeys the exact equation with the extra source $-\int_0^tD(t-r)c_N(r)dr$. Since $c$ is the response to a unit initial value,

$$e(t)=-\int_0^tds\,c(t-s)\int_0^sdr\,D(s-r)c_N(r).$$

For real modes $|c|$ and $|c_N|$ are at most 1, hence $|e(t)|\le\tfrac12t^2\max_{[0,t]}|D|$. At short times $e\approx-\tfrac12t^2D(0)$.

**A solvable density.** Consider a semi-infinite cavity array with hopping $h/2$, the emitter coupled with strength $g$ to its end. Removing the end cavity leaves the same array, so the end-site Green function obeys $G=1/(x-\tfrac{h^2}{4}G)$. Solving the quadratic and taking the retarded root inside the band,

$$G=\frac{2}{h^2}\left(x-i\sqrt{h^2-x^2}\right),\qquad J=-\frac{g^2}{\pi}\,\mathrm{Im}\,G=\frac{2g^2}{\pi h^2}\sqrt{h^2-x^2}.$$

With $x=h\cos\theta$ and the standard integral for $J_1$ (subscripted $J_n$ are Bessel functions),

$$K(t)=\frac{2g^2}{\pi}\int_0^\pi\sin^2\theta\,e^{-iht\cos\theta}d\theta=2g^2\frac{J_1(ht)}{ht}.$$

The emitter Green function is $1/(x-\delta-g^2G)$. Its spectral density is $-1/\pi$ times its imaginary part, so

$$c(t)=\int_{-h}^{h}A(x)e^{-ixt}dx,\qquad A=\frac{J}{(x-\delta-2g^2x/h^2)^2+(\pi J)^2}.$$

This holds when no bound state lies outside the band. Above the band such a state needs $x-\delta=(2g^2/h^2)(x-\sqrt{x^2-h^2})$. The left side rises and the right side falls from $2g^2/h$ at $x=h$, so there is none if $h-\delta>2g^2/h$. The lower edge gives the same condition with $-\delta$. This reference agrees with direct diagonalization of a long array to about $10^{-14}$.

## Uniform modes

Set $\Delta=2h/N$, $x_k=-h+(k+\tfrac12)\Delta$ for $k=0,\dots,N-1$, and $g_k^2=J(x_k)\Delta$. Poisson summation of $f(x)=J(x)e^{-ixt}$ on this shifted grid reads

$$\Delta\sum_kf(x_k)=\sum_m\int f(x)\,e^{2\pi im[(x+h)/\Delta-1/2]}dx .$$

Since $2\pi/\Delta=T$, the exponential is $(-1)^me^{imhT}e^{imxT}$, and $e^{imxT}$ shifts the time argument:

$$K_N(t)=\sum_m(-1)^me^{imhT}K(t-mT),\qquad T=\frac{2\pi}{\Delta}=\frac{\pi N}{h}.$$

The term $m=0$ is the true kernel and $m=1$ is the first recurrence. Explicit mode sums confirm the formula.

The images also matter before $T$, through their tails. For the semicircle $|K(t)|$ has the envelope $2g^2\sqrt{2/\pi}\,(ht)^{-3/2}$. At fixed $t\ll T$ the images are at distances near $|m|\pi N/h$, so the kernel error falls only as $N^{-3/2}$. The square-root band edges cause this slow convergence.

## Gauss modes

An $N$-point Gauss rule with weight $J$ integrates polynomials up to degree $2N-1$ exactly. For a general density, represent $J$ by a fine quadrature with many points. Apply Lanczos to the diagonal matrix of these points, starting from the normalized vector of square-rooted weights, and diagonalize the resulting $N\times N$ tridiagonal matrix. Its eigenvalues are $x_k$. The squared first eigenvector components, times $\int J\,dx$, are $g_k^2$.

For the semicircle the rule follows from the angle integral. If $p$ has degree at most $2N-1$, then $\sin^2\theta\,p(\cos\theta)$ contains cosines up to order $2N+1$. The trapezoidal rule with $M=2(N+1)$ points on the full circle integrates all of these exactly. The end points drop out because $\sin\theta=0$ there, leaving

$$x_k=h\cos\theta_k,\quad g_k^2=\frac{2g^2}{N+1}\sin^2\theta_k,\quad \theta_k=\frac{k\pi}{N+1},\quad k=1,\dots,N.$$

The error comes from Fourier components at multiples of $M$. Put $s=ht$ and $F=\sin^2\theta\,e^{-is\cos\theta}$, so that $K=(g^2/\pi)\int_{-\pi}^{\pi}F\,d\theta$. Then

$$K_N-K=\frac{g^2}{\pi}\sum_{m\ne0}\int_{-\pi}^{\pi}F\,e^{imM\theta}d\theta .$$

Use $\int_{-\pi}^{\pi}e^{-is\cos\theta+in\theta}d\theta=2\pi(-i)^nJ_n(s)$ and $\sin^2\theta=\tfrac12-\tfrac14(e^{2i\theta}+e^{-2i\theta})$. Because $(-i)^{M\pm2}=-(-i)^M$, the three terms add. The components $m=\pm1$ are equal, and $(-i)^M=(-1)^{N+1}$, so to leading order

$$K_N-K\simeq g^2(-1)^{N+1}\left[2J_M(s)+J_{M+2}(s)+J_{M-2}(s)\right].$$

For $s$ well below $M$ these functions are extremely small, since $|J_n(s)|\le(s/2)^n/n!$. They switch on near $s=M$, so the return time is about $2(N+1)/h$. These modes are those of an array cut after $N$ cavities. Its dispersion $h\cos q$ has maximum group velocity $h$, and a round trip over $N+1$ spacings takes that time. The inverse-spacing rule agrees: near band centre the spacing is $\pi h/(N+1)$, and $2\pi$ divided by it is again $2(N+1)/h$.

Gauss modes crowd at the band edges and are sparser at the centre than uniform modes. For large $N$ the first return in the kernel comes earlier by a factor $\pi/2$. The strong revival of the emitter follows the spacing at its own frequency, $\pi\sqrt{h^2-\delta^2}/(N+1)$, and arrives near $2(N+1)/\sqrt{h^2-\delta^2}$. This is later than $\pi N/h$ when $|\delta|$ exceeds $h\sqrt{1-4/\pi^2}\approx0.77h$.

## Complex-frequency modes

If $J$ continues analytically below the real axis, the integration path can be bent there, where $e^{-izt}$ decays. With the ends fixed, choose

$$z=h\cos\phi,\qquad \phi(u)=u+i\beta\sin u,\qquad 0\le u\le\pi,\ \beta>0 .$$

Then $\mathrm{Im}\,z=-h\sin u\,\sinh(\beta\sin u)<0$ between the ends. For the semicircle the transformed integrand $\sin^2\phi\,e^{-is\cos\phi}\phi'(u)$ is entire, $2\pi$-periodic and even in $u$. The trapezoidal rule therefore converges exponentially in $N$ at fixed $t$:

$$z_k=h\cos\phi_k,\qquad g_k^2=\frac{2g^2}{N+1}\sin^2\phi_k\,(1+i\beta\cos u_k),\qquad u_k=\frac{k\pi}{N+1}.$$

At $\beta=0$ these are the Gauss modes.

At long times, $s\gg N$, the weakly damped modes near the edges limit the accuracy. The Fourier component at $M$ is governed by $|u|$ of order $N/s$. Quartic terms in the exponent are then of order $N^4/s^3$ and can be dropped when $s\gg N^{4/3}$, a stronger condition than $s\gg N$. Under it, near $u=0$, $\phi\simeq(1+i\beta)u$ and

$$-is\cos\phi\simeq-is+\tfrac{i}{2}s\phi^2=-is-au^2,\qquad a=s\left[\beta-\tfrac{i}{2}(1-\beta^2)\right].$$

The Fourier component at $M$ follows from the Gaussian integral

$$\int u^2e^{-au^2+iMu}du=\sqrt{\frac{\pi}{a}}\left(\frac1{2a}-\frac{M^2}{4a^2}\right)e^{-M^2/4a}.$$

The factor $\sin^2\phi\,\phi'$ supplies $(1+i\beta)^3u^2$. The components $\pm M$ give a factor 2, and the edge at $u=\pi$ adds the complex conjugate. Thus

$$K_N-K\simeq\frac{4g^2}{\pi}\mathrm{Re}\left[e^{-is}(1+i\beta)^3\sqrt{\frac{\pi}{a}}\left(\frac1{2a}-\frac{M^2}{4a^2}\right)e^{-M^2/4a}\right].$$

Only the components $\pm M$ are kept, so the formula also needs $s$ well below $(N+1)^2$. Beyond that the components $\pm2M,\dots$ are no longer small, all modes have decayed, and $K_N-K$ tends to $-K$. At $N=83$ and $s$ near 1600, inside the range, the formula matches the mode sum to 0.6% of the error envelope. Since $|a|=s(1+\beta^2)/2$, we have $\mathrm{Re}(1/a)=4\beta/[s(1+\beta^2)^2]$. With $M^2/4=(N+1)^2$ the magnitude of the exponential is

$$\exp\left[-\frac{4\beta}{(1+\beta^2)^2}\frac{(N+1)^2}{ht}\right].$$

Setting the derivative of the coefficient to zero gives $1+\beta^2=4\beta^2$, so $\beta=1/\sqrt3$ and the coefficient is $3\sqrt3/4\approx1.30$. This optimizes the exponent alone; the prefactor also depends on $\beta$, so the value is a good choice rather than the exact minimizer of the error. At $N=20$ and $ht$ near 100, the largest kernel errors relative to $g^2$ are $1.1\times10^{-3}$, $1.3\times10^{-4}$ and $3.3\times10^{-4}$ for $\beta=0.25$, $1/\sqrt3$ and 1.

The error is $s^{-3/2}$ times a function of $(N+1)^2/s$, apart from phases, and the true kernel has an $s^{-3/2}$ envelope. A fixed error relative to that envelope therefore allows $t\propto(N+1)^2/h$, against $t\propto N/h$ for the real schemes.

For another density on the band, use

$$g_k^2=\frac{\pi h}{N+1}\sin\phi_k\,J(h\cos\phi_k)\,\phi'(u_k).$$

The convergence argument carries over if $J/\sqrt{h^2-x^2}$ is analytic in the region needed. If the bent path crosses a simple pole $p$ of $J$, add a mode at $z=p$ with squared coupling $-2\pi i\,\mathrm{Res}_pJ$.

## Pseudocode

```
input: J, h, delta, N, output times, scheme
uniform: z[k] = midpoints;  G[k] = J(z[k])*2h/N
Gauss:   fine quadrature of J -> N Lanczos steps
         z = eigenvalues;  G = (integral of J)*(first components)^2
contour: u[k] = k*pi/(N+1);  phi = u + i*beta*sin(u)
         z = h*cos(phi)
         G = pi*h/(N+1)*sin(phi)*J(z)*(1+i*beta*cos(u))
         add residue modes for crossed poles
H[0,0] = delta;  H[k,k] = z[k];  H[0,k] = H[k,0] = sqrt(G[k])
diagonalize H = V diag(lambda) V^-1
stop if max Im(lambda) * (last output time) is positive and not small
c(t) = sum_j V[0,j]*(V^-1)[j,0]*exp(-i*lambda[j]*t)
repeat with larger N; compare c(t) over the whole time window
```

Either sign of the square root will do, because the amplitude depends on $g_k^2$. For complex modes the two off-diagonal entries are equal, not conjugate.

## Cost and stability

Dense diagonalization costs $O(N^3)$, and evaluating $N_t$ times costs $O(NN_t)$. A time stepper can instead exploit the arrow shape of $H$, with $O(N)$ work per product. Lanczos with full reorthogonalization on $P$ fine points costs $O(PN^2)$, once. Complex modes add a constant factor for complex arithmetic, which a comparison per mode does not count.

With real modes $H$ is Hermitian, so the norm is conserved and a wrong result remains bounded. The contour matrix is complex symmetric. Negative imaginary parts of $z_k$ do not by themselves guarantee that the coupled eigenvalues decay, hence the check. In the example below, the largest imaginary part found for $N=10$, 20 and 40 is $-3.4\times10^{-5}$ hartree, at $N=40$. If $V$ is nearly singular, propagate without diagonalizing.

## Worked example

Take $h=0.0100$, $\delta=0.0030$ and $g=0.0015$ hartree. Then $h-|\delta|=0.0070$ exceeds $2g^2/h=0.00045$ hartree, and there is no bound state. The Markov rate is

$$\Gamma=2\pi J(\delta)=\frac{4g^2\sqrt{h^2-\delta^2}}{h^2}=8.59\times10^{-4}\ \text{hartree},$$

a lifetime of 1165 a.u., or 28.2 fs. The exact population at that time is 0.389 rather than $e^{-1}=0.368$, so the finite band is already visible.

For $N=20$ the uniform spacing is $10^{-3}$ hartree and $T=2\pi/10^{-3}=6283$ a.u. (152 fs). The Gauss return is due at $2\times21/0.01=4200$ a.u. The first false revivals peak at populations 0.61 (uniform, 8500 a.u.) and 0.65 (Gauss, 6220 a.u.), where the exact values are below 0.005. Both exceed the flat-band value 0.54, so that law is only a guide here.

Largest absolute errors of $c(t)$, whose initial value is 1:

| Window (a.u.) | $N$ | Uniform | Gauss | Contour |
|---|---|---|---|---|
| 0–2500 | 10 | 3e-3 | 2e-1 | 1e-5 |
| 0–2500 | 20 | 4e-4 | 2e-8 | 5e-13 |
| 0–6000 | 20 | 7e-3 | 7.5e-1 | 2e-7 |
| 0–6000 | 40 | 1e-4 | 4e-8 | 4e-15 |

The order of the real schemes depends on the window. In the first and third rows the window extends past the Gauss return but not past $T$, and uniform modes win. Where both returns lie outside, Gauss modes win by four orders of magnitude in the second row.

The tolerance matters equally. At $N=40$ the error first exceeds $10^{-2}$ at 12450 a.u. for uniform and 7770 a.u. for Gauss modes, a ratio of 1.60, close to $\pi/2$. At a limit of $10^{-6}$ the uniform scheme fails by 30 a.u., through the early $t^2D(0)/2$ error, while Gauss modes last to 6360 a.u.

The contour error stays below $10^{-2}$ up to 60000 a.u. even for $N=10$, but this is a weak test at late times, when the exact amplitude is itself far smaller than $10^{-2}$. It passes $10^{-6}$ at 1910, 7380 and 47450 a.u. for $N=10$, 20 and 40. The last step is steeper than quadratic. This is consistent with the kernel law: at fixed absolute error, the decaying $s^{-3/2}$ factor permits a larger relative error at later times. The late tail itself is therefore less accurate than these figures suggest. At $N=20$ and $ht=100$ the kernel error $1.3\times10^{-4}g^2$ is about 8% of the true envelope, $1.6\times10^{-3}g^2$.

## Failure modes and choice

- **Emitted field needed.** Complex-mode amplitudes are not photon amplitudes, and their squared moduli are not photon numbers. Use real modes, or reconstruct the field from $c(t)$ and the original couplings.
- **Density known only as a table.** Continuation off the real axis needs an analytic model of $J$. Uniform and Gauss modes need only real-axis values.
- **Different initial state or coupling.** The derivation assumes one excitation, an initially empty field and the rotating-wave approximation. Outside these conditions the replacement of $K$ alone has not been justified here.
- **Window too long.** With real modes, require the last time to lie safely before $\pi N/h$ (uniform) or $2(N+1)/h$ (Gauss, semicircle). A smooth early decay gives no warning of the return.

For this model with the emitter well inside the band, as in the example, uniform modes suit modest accuracy over a window close to their return time, and Gauss modes suit high accuracy over a shorter one. For an emitter near a band edge, where Gauss modes are the denser set, uniform modes can lose this advantage in window length. Contour modes suit long windows when the emitter amplitude is enough. The remaining values are in the numerical output.

## Calculated quantities

```
half-width h = 0.0100 hartree = 0.2721 eV
emitter offset delta = 0.0030 hartree
total coupling g = 0.0015 hartree
Markov rate gamma = 8.5855e-04 hartree
lifetime 1/gamma = 1164.8 a.u. = 28.17 fs
exact population at 1/gamma = 0.3892
exact amplitude vs cavity chain, max gap = 7.6e-15
image sum vs uniform modes, gap/g^2 = 1.4e-08
flat band, revival law, max population gap = 0.0040
flat band, largest revival population = 0.5448 (law: 0.5413)
Gauss N=20, Bessel error formula, gap/g^2 = 4.0e-12
contour N=83, edge formula, relative gap = 0.0064
contour N=20, ht near 100, beta=0.2500: kernel error/g^2 = 1.10e-03
contour N=20, ht near 100, beta=0.5774: kernel error/g^2 = 1.33e-04
contour N=20, ht near 100, beta=1.0000: kernel error/g^2 = 3.34e-04
skewed J, N=20, ht<=25: uniform 7.2e-03, Gauss 1.8e-06 (relative)
skewed J, N=20, ht<=50: contour 1.1e-06 (relative)
N=10: spacing 2.00e-03 hartree, T = 3142 a.u. = 76.0 fs, 2(N+1)/h = 2200 a.u.
N=20: spacing 1.00e-03 hartree, T = 6283 a.u. = 152.0 fs, 2(N+1)/h = 4200 a.u.
N=40: spacing 5.00e-04 hartree, T = 12566 a.u. = 304.0 fs, 2(N+1)/h = 8200 a.u.
uniform N=20 false revival: population 0.614 at 8500 a.u.; exact 5.5e-04
Gauss N=20 false revival: population 0.652 at 6220 a.u.; exact 4.2e-03
largest amplitude error: uniform, Gauss, contour
  t<=2500 a.u., N=10: 3.1e-03, 1.7e-01, 1.1e-05
  t<=2500 a.u., N=20: 4.3e-04, 2.3e-08, 4.9e-13
  t<=2500 a.u., N=40: 1.3e-04, 9.8e-15, 3.6e-15
  t<=6000 a.u., N=10: 7.7e-01, 7.4e-01, 9.3e-05
  t<=6000 a.u., N=20: 6.7e-03, 7.5e-01, 2.1e-07
  t<=6000 a.u., N=40: 1.4e-04, 3.8e-08, 3.6e-15
first time (a.u.) error exceeds limit: uniform, Gauss, contour
  (inf: not exceeded up to 60000 a.u.)
  limit 1e-02, N=10: 3030, 1950, inf
  limit 1e-02, N=20: 6170, 3870, inf
  limit 1e-02, N=40: 12450, 7770, inf
  limit 1e-06, N=10: 10, 1150, 1910
  limit 1e-06, N=20: 20, 2800, 7380
  limit 1e-06, N=40: 30, 6360, 47450
largest Im eigenvalue, contour = -3.37e-05 hartree
```
